# Exciton Mott density from phase-space overlap and its dependence on criterion

## Problem

A two-dimensional semiconductor holds excitons in the 1s state

\[
\psi(r)=\sqrt{\frac{2}{\pi}}\,\frac{e^{-r/a}}{a},
\]

with a mean electron–hole distance of 15 Å. There are \(g=2\) equivalent electron bands, each paired with its own hole band, and the pairs have zero total momentum.

(a) Estimate the density at which Pauli blocking closes the transition at the band edge, \(k=0\).

(b) Find how the estimate changes with the required occupation, and compare it with an optical and a real-space criterion.

(c) Estimate the effect of thermal motion at 300 K for electron and hole masses of 0.5 electron masses each.

Atomic units are used in the algebra. The density \(n\) counts electron–hole pairs per area, summed over all bands.

## Solution

### What the estimate can decide

An exciton is built from electron and hole states with a spread of momenta. When many excitons are present they compete for the same states, and the bound-pair picture loses its footing once those states are substantially filled. The shape of \(\psi\) contains one length, so any criterion based on it alone gives

\[
n=\frac{C}{a^2}.
\]

The number \(C\) depends on what is meant by "substantially filled". Here the Mott density \(n_M\) is defined by \(f_e(0)+f_h(0)=1\), where \(f_e\) and \(f_h\) are the electron and hole occupations. The factor \(1-f_e-f_h\), which multiplies the net absorption of a transition, then vanishes at \(k=0\). In a pair at rest, an electron at \(\mathbf k\) comes with a hole at \(-\mathbf k\). The two occupations are therefore equal, \(f_e=f_h=f\), and the condition is \(f(0)=1/2\).

This definition sets a scale. It does not prove that pairs dissociate there. Screening, gap renormalization, changes in the pair shape and the thermodynamics of ionization are all left out.

### The radius and the momentum wavefunction

The length \(a\) must first be tied to the quoted radius. Using \(\int_0^\infty r^m e^{-2r/a}dr=m!\,(a/2)^{m+1}\),

\[
\langle r\rangle=2\pi\,\frac{2}{\pi a^2}\int_0^\infty r^2e^{-2r/a}dr
=\frac{4}{a^2}\,\frac{2a^3}{8}=a,
\]

\[
\langle r^2\rangle=\frac{4}{a^2}\,\frac{6a^4}{16}=\frac{3a^2}{2}.
\]

Hence \(a=15\) Å. The same integral with \(m=1\) confirms that \(\psi\) is normalized.

The Fourier transform is

\[
\phi(k)=\int d^2r\,e^{-i\mathbf k\cdot\mathbf r}\psi(r)
=2\pi\int_0^\infty r\,J_0(kr)\,\psi(r)\,dr .
\]

To evaluate it, write \(J_0(kr)\) as the angular average of \(e^{ikr\cos\theta}\) and integrate over \(r\) first. The part odd in \(\cos\theta\) averages to zero, so

\[
\int_0^\infty J_0(kr)e^{-pr}dr
=\frac1{2\pi}\int_0^{2\pi}\frac{p\,d\theta}{p^2+k^2\cos^2\theta}
=\frac{1}{\sqrt{p^2+k^2}} .
\]

The angular integral follows from \(\tau=\tan\theta\), which turns each half of the range into \(\int_{-\infty}^{\infty}d\tau/(p^2\tau^2+p^2+k^2)=\pi/(p\sqrt{p^2+k^2})\). Taking \(-d/dp\) supplies the missing factor \(r\):

\[
\int_0^\infty rJ_0(kr)e^{-pr}dr=\frac{p}{(p^2+k^2)^{3/2}} .
\]

At \(p=1/a\) the right side is \(a^2/(1+k^2a^2)^{3/2}\). Multiplication by \(2\pi\sqrt{2/\pi}/a=\sqrt{8\pi}/a\) gives

\[
\phi(k)=\frac{\sqrt{8\pi}\,a}{(1+k^2a^2)^{3/2}},\qquad
\int\frac{d^2k}{(2\pi)^2}\,\phi^2=1 .
\]

### Occupations that respect the Pauli principle

For one electron band and its hole band in an area \(A\), the operator that creates an exciton at rest is

\[
B^\dagger=\frac1{\sqrt A}\sum_{\mathbf k}\phi(k)\,c^\dagger_{\mathbf k}d^\dagger_{-\mathbf k},
\]

where \(c^\dagger\) creates an electron and \(d^\dagger\) a hole. A many-pair state with this internal shape is \(e^{\lambda B^\dagger}|0\rangle\). The products \(c^\dagger_{\mathbf k}d^\dagger_{-\mathbf k}\) commute with one another and have zero square, so the exponential factorizes:

\[
e^{\lambda B^\dagger}|0\rangle=\prod_{\mathbf k}\left(1+\frac{\lambda\phi(k)}{\sqrt A}\,c^\dagger_{\mathbf k}d^\dagger_{-\mathbf k}\right)|0\rangle .
\]

Each factor has an empty part of weight 1 and a filled part of weight \(\lambda^2\phi^2/A\). Define \(s=\lambda^2\phi(0)^2/A\) and \(w=1+k^2a^2\). The filled weight is then \(s/w^3\), and normalization gives

\[
f(k)=\frac{s/w^3}{1+s/w^3}=\frac{s}{s+w^3},\qquad
f(0)=\frac{s}{1+s}\equiv\eta .
\]

Thus \(s=\eta/(1-\eta)\), and no occupation exceeds one.

The density in one band is \(n/g\). With \(dw=2a^2k\,dk\),

\[
\frac ng=\frac1{2\pi}\int_0^\infty f(k)\,k\,dk
=\frac{F(s)}{4\pi a^2},\qquad
F(s)=\int_1^\infty\frac{s\,dw}{w^3+s}.
\]

The dilute limit is a useful check. For \(s\ll1\), \(F\simeq s\int_1^\infty w^{-3}dw=s/2\), so \(s\simeq8\pi a^2n/g\) and

\[
f(k)\simeq\frac{s}{w^3}=\frac ng\,\phi(k)^2 .
\]

This is the sum of the momentum distributions of independent excitons. Continued to high density it fails, since it would give \(f(0)>1\) for \(n>g/(8\pi a^2)\).

The exponential state is a superposition of different pair numbers. A state with exactly \(N\) pairs, \((B^\dagger)^N|0\rangle\), was therefore tested on a finite momentum grid. It is a sum over sets of \(N\) different momenta, each set weighted in probability by the product of its \(\phi^2\). For 40 pairs at densities where the formula predicts \(f(0)=0.25\), 0.50 and 0.75, the summed probabilities give 0.2508, 0.5026 and 0.7536. The number fluctuations thus have little effect on the estimate.

### (a) The band-edge criterion

For \(\eta=1/2\) we have \(s=1\). The substitution \(w=1/y\) gives

\[
F(1)=\int_1^\infty\frac{dw}{1+w^3}=\int_0^1\frac{y\,dy}{1+y^3}.
\]

Since \(1+y^3=(1+y)(y^2-y+1)\), partial fractions give

\[
\frac{y}{1+y^3}=\frac13\left[-\frac1{1+y}+\frac{y+1}{y^2-y+1}\right],
\]

which is confirmed by \(-(y^2-y+1)+(y+1)^2=3y\). The first term integrates to \(-\ln2\). In the second, write \(y+1=\tfrac12(2y-1)+\tfrac32\). The part with \(2y-1\) gives \(\tfrac12\ln(y^2-y+1)\), which is zero at both limits. The rest is

\[
\frac32\int_0^1\frac{dy}{(y-\frac12)^2+\frac34}
=\sqrt3\left[\arctan\frac{2y-1}{\sqrt3}\right]_0^1
=\sqrt3\,\frac{\pi}{3}=\frac{\pi}{\sqrt3}.
\]

Therefore

\[
F(1)=\frac13\left(\frac{\pi}{\sqrt3}-\ln2\right),\qquad
n_M=\frac{g}{12\pi a^2}\left(\frac{\pi}{\sqrt3}-\ln2\right).
\]

For \(g=2\) the coefficient \(n_Ma^2\) is 0.0595, and

\[
n_M=\frac{0.0595}{(15\ \text{Å})^2}\approx2.6\times10^{-4}\ \text{Å}^{-2}
=2.6\times10^{12}\ \text{cm}^{-2}.
\]

The spacing \(n_M^{-1/2}\) is about 62 Å, roughly four times \(a\), and discs of radius \(a\) would cover at most 19% of the plane. Blocking at \(k=0\) is nevertheless strong because, in the dilute law, each exciton contributes to \(f(0)\) through the area \(\phi(0)^2=8\pi a^2\), eight times the disc area \(\pi a^2\).

Extrapolating the dilute law to \(f(0)=1/2\) would give \(n=g/(16\pi a^2)=1.77\times10^{-4}\) Å\(^{-2}\). The Pauli-respecting result is larger by a factor of 1.49: as the low-momentum states saturate, a growing share of the added pairs goes to higher momenta, and more pairs are needed to raise the peak.

The radius convention also matters. If 15 Å were the rms radius, then \(a^2\) would be \((15\ \text{Å})^2/1.5\), and the estimate would rise by 3/2 to \(3.96\times10^{-4}\) Å\(^{-2}\). The result is also proportional to \(g\), because excitons in different bands do not block one another in this model. The coefficient 0.0595 belongs to the exponential shape, which is the ground state of a pure \(1/r\) attraction. In an atomically thin layer the screened (Rytova–Keldysh) attraction gives a rounder pair state. For a reduced mass of 0.25, screening lengths of 40 to 120 Å and surrounding dielectric constants of 1 to 4.5, the coefficient \(n_M\langle r\rangle^2\) lies between about 0.066 and 0.071, roughly 10 to 20% higher at the same mean radius.

### (b) Changing the criterion

**Another peak occupation.** The density for any \(\eta\) is \(gF(s)/(4\pi a^2)\). Its local sensitivity follows from the scaling \(w=s^{1/3}z\):

\[
F(s)=s^{1/3}\int_{s^{-1/3}}^\infty\frac{dz}{1+z^3}.
\]

Differentiate with respect to \(s\) and multiply by \(s\). The prefactor contributes \(F/3\). The lower limit contributes

\[
s\cdot s^{1/3}\cdot\frac{s^{-4/3}}3\cdot\frac1{1+1/s}
=\frac13\,\frac{s}{1+s}=\frac{\eta}{3}.
\]

Since \(\ln s=\ln\eta-\ln(1-\eta)\), we also have \(d\ln s/d\ln\eta=1/(1-\eta)\). Hence

\[
\frac{d\ln n}{d\ln\eta}=\frac{1+\eta/F}{3(1-\eta)} .
\]

At \(\eta=1/2\), \(F=4\pi\times0.02973=0.374\), and the slope is about 1.6. A 10% change in the required occupation therefore moves the density by about 16%. Over a wider range, raising \(\eta\) from 0.25 to 0.75 raises the density by a factor of 5.5.

Requiring a completely full band edge gives no finite answer. As \(\eta\to1\), \(s\to\infty\). The integral of \(1/(1+z^3)\) from 0 to \(\infty\) is the sum of \(F(1)\) and

\[
\int_0^1\frac{dz}{1+z^3}
=\frac13\int_0^1\left[\frac1{1+z}+\frac{2-z}{z^2-z+1}\right]dz
=\frac13\left(\ln2+\frac{\pi}{\sqrt3}\right),
\]

where \(2-z=-\tfrac12(2z-1)+\tfrac32\) was used as before. The logarithms cancel in the sum, leaving \(2\pi/(3\sqrt3)\). The excluded interval from 0 to \(s^{-1/3}\) has an integrand close to one, so

\[
F(s)\simeq\frac{2\pi}{3\sqrt3}\,s^{1/3}-1\qquad(s\gg1),
\]

which grows without limit.

**Optical blocking.** An exciton resonance samples all the momenta in \(\phi\). For a momentum-independent interband dipole, light creates pairs through \(P^\dagger=\sum_{\mathbf k}c^\dagger_{\mathbf k}d^\dagger_{-\mathbf k}\). With \(\phi\) held fixed, the net linear response of \(\langle B\rangle\) to the light, absorption minus emission, is proportional to the following average, called the optical amplitude below:

\[
\langle[B,P^\dagger]\rangle=\frac1{\sqrt A}\sum_{\mathbf k}\phi(k)\,(1-f_e-f_h),
\]

because \([d_{-\mathbf k}c_{\mathbf k},c^\dagger_{\mathbf k}d^\dagger_{-\mathbf k}]\) is one minus the two number operators. The blocked fraction is

\[
b=\frac{\sum_{\mathbf k}2f\phi}{\sum_{\mathbf k}\phi}
=\frac{2\int_1^\infty w^{-3/2}f\,dw}{\int_1^\infty w^{-3/2}dw}
=\int_1^\infty\frac{w^{-3/2}\,s\,dw}{w^3+s},
\]

since the denominator in the middle expression equals 2. In the dilute limit \(b\simeq s\int_1^\infty w^{-9/2}dw=2s/7=16\pi a^2n/(7g)\).

At \(n_M\) the blocked fraction is only 0.19, although the transition at \(k=0\) is fully blocked. The reason lies in the weight \(w^{-3/2}\): \(\int_1^Ww^{-3/2}dw=2(1-W^{-1/2})\) reaches half its total at \(W=4\), so half the optical amplitude comes from \(ka>\sqrt3\). There \(f\le1/65\) when \(s=1\). Blocking half the amplitude requires a peak occupation of 0.85 and a density 3.2 times \(n_M\). This value lies beyond the range where the fixed shape describes an absorbing resonance. The norm of the exciton mode, \(\langle[B,B^\dagger]\rangle=\int_1^\infty 2w^{-3}(1-2f)\,dw\), weights small momenta more heavily. It is 0.49 at \(n_M\), vanishes at a peak occupation of 0.79 (2.5 times \(n_M\)) and is negative at half blocking. The half-blocking density is thus a formal comparison and not a predicted bleaching density.

**Disc area.** The real-space rule \(\pi a^2n=1\), which sets the total area of discs of radius \(a\) equal to that of the plane, gives \(1.41\times10^{-3}\) Å\(^{-2}\), or 5.4 times \(n_M\). It contains neither \(g\) nor the Pauli principle, so it is a geometrical comparison and not a phase-space result.

| Criterion (\(g=2\), pairs at rest) | \(n\) (10⁻⁴ Å⁻²) | \(n/n_M\) |
|---|---:|---:|
| Peak occupation 0.25 | 1.05 | 0.40 |
| Peak occupation 0.50 | 2.64 | 1 |
| Peak occupation 0.75 | 5.76 | 2.2 |
| Peak occupation 0.90 | 10.9 | 4.1 |
| Half of optical amplitude blocked | 8.53 | 3.2 |
| Total area of discs of radius \(a\) equals the plane area | 14.1 | 5.4 |

The entries span a factor of about 13.5, from \(1\times10^{12}\) to \(1.4\times10^{13}\) cm\(^{-2}\). A quoted Mott density of this kind therefore needs its criterion beside it. The third digit serves to compare criteria and does not express the accuracy of the model.

### (c) Thermal motion

Now let the excitons be incoherent, with total momentum \(\mathbf Q\) and mass \(M\). For equal electron and hole masses, the electron carries \(\mathbf Q/2\) plus the relative momentum. An electron at \(k=0\) therefore has relative momentum \(-\mathbf Q/2\), and the dilute law becomes

\[
f(0)=\frac ng\left\langle\phi(Q/2)^2\right\rangle .
\]

For a Boltzmann distribution, set \(y=Q^2/(2Mk_BT)\). In two dimensions \(d^2Q\) is proportional to \(dy\), so \(y\) has the normalized weight \(e^{-y}\). Also \((Qa/2)^2=ty\), with \(t=Mk_BTa^2/2\). Thus

\[
f(0)=\frac{8\pi a^2n}{g}\,R,\qquad
R=\int_0^\infty\frac{e^{-y}\,dy}{(1+ty)^3}.
\]

The parameter \(t\) has a direct meaning. The reduced mass is \(M/4\), and \(\int|\nabla\psi|^2d^2r=1/a^2\), so the internal kinetic energy is \(2/(Ma^2)\). Hence \(t\) is \(k_BT\) divided by that energy. For \(t\ll1\), expansion gives \(R\simeq1-3t\), and the cold result returns. For \(t\gg1\), \(R\simeq1/(2t)\), and the density for \(f(0)=1/2\) tends to

\[
\frac{g}{16\pi a^2}\,2t=\frac{gMk_BT}{16\pi},
\]

which no longer depends on the radius. This second limit is formal: thermal energy then exceeds the internal kinetic energy, and a gas made only of bound pairs is a doubtful starting point.

Here \(M\) is one electron mass and \(k_BT=0.0259\) eV, which gives \(t=0.38\) and \(R=0.507\). The dilute estimate for \(f(0)=1/2\) rises from \(1.77\times10^{-4}\) to

\[
\frac{1.77\times10^{-4}}{0.507}\approx3.5\times10^{-4}\ \text{Å}^{-2}.
\]

Thermal motion spreads the electrons over more momentum states, so about twice as many pairs are needed for the same peak.

Screening, gap renormalization and changes in the pair shape are still left out. Three further approximations limit this number. The first is the neglect of ionization. For a purely Coulomb attraction the virial theorem makes the binding energy equal to the internal kinetic energy, here \(k_BT/t\approx68\) meV. This is only 2.6 times \(k_BT\), so with such an attraction an appreciable share of the pairs could be ionized at 300 K. The figure does not carry over to atomically thin layers, where screening makes the attraction vary more slowly than \(1/r\) at short distance. The binding energy is then roughly two to five times the internal kinetic energy, the lower end for layers in a dielectric environment and the upper end for suspended layers, and fewer pairs are ionized at the same density and temperature. The other two concern the statistics. With each electron band paired with its own hole band there are \(g=2\) exciton species, and at the warm density just found the Boltzmann occupation at \(Q=0\) is

\[
\frac{n}{g}\,\frac{2\pi}{Mk_BT}=0.32 .
\]

This is not small compared with one, so Bose statistics add a correction. For an ideal gas of excitons it is modest, lowering the warm density by less than 5%. If any electron band could combine with any hole band, there would be \(g^2=4\) species and the occupation would be half as large, 0.16; the numerical output lists this second case. The dilute law is also being used at half filling, where for pairs at rest it gave a density too low by a factor of 1.49 relative to the Pauli-respecting state. The corresponding warm correction has not been calculated, so the factor of two should be read as the size of the thermal effect and not as a refined value of \(n_M\).

The main numerical values are listed in the output below.

## Table of computed values

```
Exciton mean radius a: 15.0 angstrom
Number of electron bands g: 2
rms radius over a: 1.2247
Coefficient n_M a^2 per band: 0.02973
Coefficient n_M a^2 for g=2: 0.0595
Main result n_M: 2.642e-04 angstrom^-2
Main result n_M converted: 2.64e+12 cm^-2
n_M for g=1: 1.321e-04 angstrom^-2
n_M for g=4: 5.285e-04 angstrom^-2
n_M if 15 angstrom is rms radius: 3.963e-04 angstrom^-2
Spacing n_M^(-1/2): 61.5 angstrom
Disc coverage pi a^2 n_M: 0.187
Optical amplitude blocked at n_M: 0.192
Density at peak occupation 0.25: 1.048e-04 angstrom^-2
Density at peak occupation 0.50: 2.642e-04 angstrom^-2
Density at peak occupation 0.75: 5.761e-04 angstrom^-2
Density at peak occupation 0.90: 1.090e-03 angstrom^-2
Density at half optical blocking: 8.534e-04 angstrom^-2
Peak occupation at half blocking: 0.852
Density for disc covering: 1.415e-03 angstrom^-2
Dilute-law density at f0=1/2: 1.768e-04 angstrom^-2
n_M over dilute-law density: 1.494
Disc density over n_M: 5.35
Half-blocking density over n_M: 3.23
Disc density over dilute-law density: 8.00
Exact 40-pair peak for predicted 0.25: 0.2508
Exact 40-pair peak for predicted 0.50: 0.5026
Exact 40-pair peak for predicted 0.75: 0.7536
Dilute test, density times a^2: 0.0005
Dilute test, exact 5-pair peak: 0.01250
Dilute test, linear-law peak: 0.01257
Electron and hole mass: 0.50 electron masses
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal parameter t: 0.3817
Thermal peak reduction R: 0.5071
Warm dilute-law density at f0=1/2: 3.487e-04 angstrom^-2
Warm over cold dilute-law density: 1.972
Exciton occupation at Q=0, warm case: 0.161
```
